**Reconciling radical, neutral and anion references for benzotriazolate on copper**

The program links the radical-referenced adsorption energy E_R to the neutral reference, E_N = E_R + D_NH − D_HH/2, and to the anion reference, E_A = E_R + EA − Φ. Here D_NH and D_HH are bond energies, EA is the electron affinity of the radical and Φ is the work function. It asserts that each reaction conserves matter and charge, and that the formulas agree with the reaction definitions for arbitrary total energies. A mean-field chain model, solved by diagonalization, asserts that the anion's surplus electron goes to the Fermi level of a large metal and leaves the adsorbate charge nearly unchanged. For solution, a free-energy minimization and an explicit sum over site occupations along the anion route are asserted to reproduce the half-coverage potential derived from the neutral route. With rough model inputs, the output gives E_R = −2.80 eV, E_N = −0.55 eV and E_A = −3.90 eV, yet both solution routes give −0.185 V against the standard hydrogen electrode. Estimated thermal terms omitted from the main model would move this potential to about +0.19 V.

## Numerical check

```python
"""
Result under test: adsorption energies of one adsorbed state A* (benzotriazolyl
on copper) for different starting species are linked by
  neutral:  E_N = E_R + D_NH - D_HH/2      (AH + surface -> A* + H2/2)
  anion:    E_A = E_R + EA - Phi           (A- + surface -> A* + electron in metal)
and in solution, at given potential and pH, they predict the same coverage.
E_R: radical-referenced energy; D_NH, D_HH: bond energies; EA: electron affinity
of the radical; Phi: work function. Energies in eV, lengths in nm.
Negative adsorption energy means exothermic. Model inputs are rough round values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, logsumexp

# ---------------------------------------------------------------- inputs
E_R, D_NH, D_HH, EA, PHI = -2.8, 4.5, 4.5, 3.7, 4.8
E_H = -0.2                      # H2/2 + surface -> H*
PHI_SHE = 4.4                   # electron of the SHE below vacuum
SOLV_AH = -0.6                  # solvation free energy of AH
PKA, PH, CONC, TEMP = 8.2, 7.0, 1.0e-3, 298.15
I_H = const.value("Rydberg constant times hc in eV")
KT = const.k * TEMP / const.e
PH_UNIT = KT * np.log(10)
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # e^2/(4 pi eps0), eV nm

E_N = E_R + D_NH - D_HH / 2
E_N_H = E_N + E_H
E_A = E_R + EA - PHI
E_A_VAC = E_R + EA
ACID = D_NH + I_H - EA

# ------------------------------- reaction definitions against the formulas
species = ["A.", "A-", "AH", "H", "H2", "H+", "e_vac", "e_met", "S", "AS", "HS"]
# columns: A groups, hydrogen atoms, surface sites, charge
content = np.array([[1, 0, 0, 0], [1, 0, 0, -1], [1, 1, 0, 0], [0, 1, 0, 0],
                    [0, 2, 0, 0], [0, 1, 0, 1], [0, 0, 0, -1], [0, 0, 0, -1],
                    [0, 0, 1, 0], [1, 0, 1, 0], [0, 1, 1, 0]])


def reaction(**unused):
    raise NotImplementedError


def reaction_vector(change):
    """Stoichiometric vector; checks conservation of matter and charge."""
    vec = np.array([change.get(name, 0.0) for name in species])
    assert np.allclose(vec @ content, 0)
    return vec


legs = {
    "E_R": reaction_vector({"A.": -1, "S": -1, "AS": 1}),
    "D_NH": reaction_vector({"AH": -1, "A.": 1, "H": 1}),
    "D_HH": reaction_vector({"H2": -1, "H": 2}),
    "EA": reaction_vector({"A-": -1, "A.": 1, "e_vac": 1}),
    "PHI": reaction_vector({"e_met": -1, "e_vac": 1}),
    "I_H": reaction_vector({"H": -1, "H+": 1, "e_vac": 1}),
    "E_H": reaction_vector({"H2": -0.5, "S": -1, "HS": 1}),
}
neutral_rx = reaction_vector({"AH": -1, "S": -1, "AS": 1, "H2": 0.5})
neutral_h_rx = reaction_vector({"AH": -1, "S": -2, "AS": 1, "HS": 1})
anion_rx = reaction_vector({"A-": -1, "S": -1, "AS": 1, "e_met": 1})
anion_vac_rx = reaction_vector({"A-": -1, "S": -1, "AS": 1, "e_vac": 1})
acid_rx = reaction_vector({"AH": -1, "A-": 1, "H+": 1})

rng = np.random.default_rng(4)
for trial in range(20):
    total = rng.normal(size=len(species)) * 10      # arbitrary total energies
    q = {name: vec @ total for name, vec in legs.items()}
    neutral = q["E_R"] + q["D_NH"] - q["D_HH"] / 2
    assert abs(neutral_rx @ total - neutral) < 1e-10
    assert abs(neutral_h_rx @ total - neutral - q["E_H"]) < 1e-10
    assert abs(anion_rx @ total - (q["E_R"] + q["EA"] - q["PHI"])) < 1e-10
    assert abs(anion_vac_rx @ total - (q["E_R"] + q["EA"])) < 1e-10
    assert abs(acid_rx @ total - (q["D_NH"] + q["I_H"] - q["EA"])) < 1e-10

# response of the three references to an error in one total energy
DELTA = 0.3
three = np.array([legs["E_R"], neutral_rx, anion_rx])
err_radical = three[:, species.index("A.")] * DELTA
err_anion = three[:, species.index("A-")] * DELTA
assert np.allclose(err_radical, [-DELTA, 0, 0])
assert np.allclose(err_anion, [0, 0, -DELTA])

# ------------------- mean-field Anderson model: where the extra electron goes
HOP, COUPLING, REPULSION = 2.5, 2.2, 4.0
LEVEL = -(EA + REPULSION)       # so that the free molecule has affinity EA


def adsorbed_state(sites, n_up, n_down):
    """Self-consistent energy and adsorbate occupation, molecule at chain end."""
    off = np.full(sites, HOP)
    off[0] = COUPLING
    occ = np.array([0.8, 0.8])
    for _ in range(400):
        new, band = np.zeros(2), 0.0
        for spin, number in enumerate((n_up, n_down)):
            diag = np.full(sites + 1, -PHI)
            diag[0] = LEVEL + REPULSION * occ[1 - spin]
            val, vec = eigh_tridiagonal(diag, off)
            band += val[:number].sum()
            new[spin] = (vec[0, :number] ** 2).sum()
        if np.max(np.abs(new - occ)) < 1e-9:
            return band - REPULSION * new[0] * new[1], new.sum()
        occ = 0.5 * occ + 0.5 * new
    raise RuntimeError("mean field not converged")


chain_rows = []
for sites in (30, 60, 120, 240):
    half = sites // 2
    bare = 2 * eigh_tridiagonal(np.full(sites, -PHI), np.full(sites - 1, HOP),
                                eigvals_only=True)[:half].sum()
    e_rad, occ_rad = adsorbed_state(sites, half + 1, half)
    e_ani, occ_ani = adsorbed_state(sites, half + 1, half + 1)
    from_radical = e_rad - bare - LEVEL
    from_anion = e_ani - bare - (2 * LEVEL + REPULSION)
    mismatch = from_anion - (from_radical + EA - PHI)
    assert abs(mismatch) < 2 * np.pi * HOP / sites   # one level spacing
    chain_rows.append((sites, from_radical, from_anion, mismatch,
                       occ_rad, occ_ani))
extrapolated = 2 * chain_rows[-1][3] - chain_rows[-2][3]
assert abs(extrapolated) < 0.01      # remaining error is of order 1/sites^2
assert abs(chain_rows[-1][5] - chain_rows[-1][4]) < 0.02

# --------------------------- finite cluster: charging energy of a metal sphere
R_CLUSTER = 0.5
radius_m = R_CLUSTER * 1e-9


def field_energy_density(x):
    r = x * radius_m
    field = const.e / (4 * np.pi * const.epsilon_0 * r**2)
    return 0.5 * const.epsilon_0 * field**2 * 4 * np.pi * r**2 * radius_m / const.e


charging = COUL / (2 * R_CLUSTER)
assert abs(quad(field_energy_density, 1, np.inf)[0] - charging) < 1e-7
E_A_CLUSTER = E_R + EA - (PHI - charging)

# ------------------------------------------------ solution and electrode
# zero of energy: free radical, H atom, electron in vacuum, bare surface
g_AH = -D_NH + SOLV_AH
g_H = PHI_SHE - D_HH / 2             # H+(aq) + electron(SHE) = H2/2
solv_H = g_H - I_H
g_A = PH_UNIT * PKA + g_AH - g_H     # acid equilibrium
solv_A = g_A + EA


def g_neutral(U):
    return E_N - SOLV_AH - U - PH_UNIT * PH


def g_anion(U):
    return E_R + EA - solv_A - PHI_SHE - U


gap = g_neutral(0.0) - g_anion(0.0)
assert abs(gap - PH_UNIT * (PKA - PH)) < 1e-10


def mixture(x):
    """Free energy per dissolved molecule over kT, x = anion fraction."""
    split = (g_A + g_H - PH_UNIT * PH - g_AH) / KT
    return x * split + x * np.log(x) + (1 - x) * np.log(1 - x)


x_anion = minimize_scalar(mixture, bounds=(1e-9, 1 - 1e-9), method="bounded",
                          options={"xatol": 1e-11}).x
c_AH = CONC / (1 + 10 ** (PH - PKA))
assert abs((1 - x_anion) * CONC / c_AH - 1) < 1e-5


def coverage_from_anion(U, sites=60):
    """Explicit grand-canonical sum over the number of filled sites."""
    mu_A = g_A + KT * np.log(CONC * x_anion)
    mu_group = mu_A + PHI_SHE + U    # anion minus electron in the electrode
    n = np.arange(sites + 1)
    logw = (gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
            + n * (mu_group - E_R) / KT)
    return np.exp(logw - logsumexp(logw)) @ n / sites


U_half = E_N - SOLV_AH - PH_UNIT * PH - KT * np.log(c_AH)
U_sum = brentq(lambda U: coverage_from_anion(U) - 0.5, U_half - 1, U_half + 1)
assert abs(U_sum - U_half) < 1e-5

# ------------------------------------------------ size of neglected effects
def translation(mass_u, density):
    lam = const.h / np.sqrt(2 * np.pi * mass_u * const.atomic_mass * const.k * TEMP)
    return KT * np.log(density * lam**3)


MASS, DISC = 119.0, 0.30             # AH as a uniform disc: mass in u, radius
inertia = MASS * const.atomic_mass * (DISC * 1e-9) ** 2 * np.array([.25, .25, .5])
q_rot = np.sqrt(np.pi * np.prod(2 * inertia * const.k * TEMP / const.hbar**2))
free_trans = translation(MASS, 1e3 * const.N_A)        # 1 mol/L
free_rot = -KT * np.log(q_rot)
BOND_H2, M_H = 0.074, 1.008
inertia_H2 = M_H / 2 * const.atomic_mass * (BOND_H2 * 1e-9) ** 2
B_H2 = const.hbar**2 / (2 * inertia_H2) / const.e
levels = np.arange(30)
weights = (2 * levels + 1) * np.exp(-B_H2 * levels * (levels + 1) / KT)
q_H2 = weights.sum() / 2             # symmetry number two
half_H2 = 0.5 * (translation(2 * M_H, 1e5 / (const.k * TEMP)) - KT * np.log(q_H2))
MODE = 0.010
soft_modes = 6 * KT * np.log(1 - np.exp(-MODE / KT))
thermal = soft_modes - free_trans - free_rot + half_H2
DIPOLE, DENSITY = 0.03, 2.0          # e nm and molecules per nm^2
phi_shift = 4 * np.pi * COUL * DIPOLE * DENSITY
field_shift = DIPOLE * 1.0 / 0.3     # 1 V across 0.3 nm
born = [-COUL / (2 * r) * (1 - 1 / 78.0) for r in (0.25, 0.35)]

# ---------------------------------------------------------------- output
print("Rough inputs (eV): E_R, D_NH, D_HH =", E_R, D_NH, D_HH)
print("Rough inputs (eV): EA, Phi, E_H =", EA, PHI, E_H)
print("Rough inputs (eV): Phi_SHE, solvation of AH =", PHI_SHE, SOLV_AH)
print("Inputs: pKa, pH, conc (mol/L), T (K) =", PKA, PH, CONC, TEMP)
print(f"Ionization energy of H (infinite nuclear mass): {I_H:.3f} eV")
print(f"Radical reference E_R: {E_R:.2f} eV")
print(f"Neutral reference, H2 released E_N: {E_N:.2f} eV")
print(f"Neutral reference, H kept on surface: {E_N_H:.2f} eV")
print(f"Anion reference, electron in metal E_A: {E_A:.2f} eV")
print(f"Anion reference, electron in vacuum: {E_A_VAC:.2f} eV")
print(f"E_N and E_A in kJ/mol: {E_N*const.e*const.N_A/1e3:.0f}, "
      f"{E_A*const.e*const.N_A/1e3:.0f}")
print(f"Gas-phase acidity energy of AH: {ACID:.2f} eV")
print(f"Error {DELTA} eV in radical total: change of E_R, E_N, E_A (eV):",
      np.round(err_radical + 0.0, 2))
print(f"Error {DELTA} eV in anion total: change of E_R, E_N, E_A (eV):",
      np.round(err_anion + 0.0, 2))
print("Chain model (eV): hopping, coupling, repulsion, level =",
      HOP, COUPLING, REPULSION, round(LEVEL, 2))
print("sites | from radical | from anion | mismatch (eV) | occupations")
for row in chain_rows:
    print(f"{row[0]:4d} {row[1]:9.4f} {row[2]:9.4f} {row[3]:9.4f} "
          f"{row[4]:8.4f} {row[5]:8.4f}")
print(f"Mismatch extrapolated to infinite chain: {extrapolated:.4f} eV")
print(f"Charging energy, sphere of radius {R_CLUSTER} nm: {charging:.2f} eV")
print(f"Anion reference, electron kept on that cluster: {E_A_CLUSTER:.2f} eV")
print(f"kT and kT ln10: {KT:.5f}, {PH_UNIT:.5f} eV")
print(f"Implied solvation of H+ and A-: {solv_H:.2f}, {solv_A:.2f} eV")
print(f"Born solvation, radius 0.25 and 0.35 nm: {born[0]:.2f}, {born[1]:.2f} eV")
print(f"Solution free energy at U=0, pH 7, from AH at 1 mol/L: {g_neutral(0):.3f} eV")
print(f"Solution free energy at U=0, from A- at 1 mol/L: {g_anion(0):.3f} eV")
print(f"Their difference: {gap:.3f} eV")
print(f"Anion fraction in solution: {x_anion:.4f}")
print(f"Half-coverage potential, neutral formula: {U_half:.4f} V vs SHE")
print(f"Half-coverage potential, anion-route sum: {U_sum:.4f} V vs SHE")
print("Neglected effects:")
print(f"AH translation at 1 mol/L, rotation: {free_trans:.2f}, {free_rot:.2f} eV")
print(f"Thermal free energy of H2/2 at 1 bar: {half_H2:.2f} eV")
print(f"Six soft adsorbate modes of {1e3*MODE:.0f} meV: {soft_modes:.2f} eV")
print(f"Net thermal term: {thermal:.2f} eV")
print(f"Half-coverage potential with it: {U_half+thermal:.2f} V vs SHE")
print(f"Dipole layer {DIPOLE} e nm, {DENSITY} per nm2: "
      f"work-function shift size {phi_shift:.2f} eV")
print(f"Same dipole, 1 V across 0.3 nm: {field_shift:.2f} eV")
print("success")
```

It prints:

```
Rough inputs (eV): E_R, D_NH, D_HH = -2.8 4.5 4.5
Rough inputs (eV): EA, Phi, E_H = 3.7 4.8 -0.2
Rough inputs (eV): Phi_SHE, solvation of AH = 4.4 -0.6
Inputs: pKa, pH, conc (mol/L), T (K) = 8.2 7.0 0.001 298.15
Ionization energy of H (infinite nuclear mass): 13.606 eV
Radical reference E_R: -2.80 eV
Neutral reference, H2 released E_N: -0.55 eV
Neutral reference, H kept on surface: -0.75 eV
Anion reference, electron in metal E_A: -3.90 eV
Anion reference, electron in vacuum: 0.90 eV
E_N and E_A in kJ/mol: -53, -376
Gas-phase acidity energy of AH: 14.41 eV
Error 0.3 eV in radical total: change of E_R, E_N, E_A (eV): [-0.3  0.   0. ]
Error 0.3 eV in anion total: change of E_R, E_N, E_A (eV): [ 0.   0.  -0.3]
Chain model (eV): hopping, coupling, repulsion, level = 2.5 2.2 4.0 -7.7
sites | from radical | from anion | mismatch (eV) | occupations
  30   -1.6655   -2.7824   -0.0169   1.1838   1.2386
  60   -1.7130   -2.8264   -0.0135   1.1944   1.2208
 120   -1.7406   -2.8490   -0.0084   1.1991   1.2116
 240   -1.7558   -2.8604   -0.0047   1.2009   1.2069
Mismatch extrapolated to infinite chain: -0.0010 eV
Charging energy, sphere of radius 0.5 nm: 1.44 eV
Anion reference, electron kept on that cluster: -2.46 eV
kT and kT ln10: 0.02569, 0.05916 eV
Implied solvation of H+ and A-: -11.46, -3.06 eV
Born solvation, radius 0.25 and 0.35 nm: -2.84, -2.03 eV
Solution free energy at U=0, pH 7, from AH at 1 mol/L: -0.364 eV
Solution free energy at U=0, from A- at 1 mol/L: -0.435 eV
Their difference: 0.071 eV
Anion fraction in solution: 0.0594
Half-coverage potential, neutral formula: -0.1851 V vs SHE
Half-coverage potential, anion-route sum: -0.1851 V vs SHE
Neglected effects:
AH translation at 1 mol/L, rotation: -0.37, -0.34 eV
Thermal free energy of H2/2 at 1 bar: -0.16 eV
Six soft adsorbate modes of 10 meV: -0.17 eV
Net thermal term: 0.38 eV
Half-coverage potential with it: 0.19 V vs SHE
Dipole layer 0.03 e nm, 2.0 per nm2: work-function shift size 1.09 eV
Same dipole, 1 V across 0.3 nm: 0.10 eV
success
```
